\section*{Heavy-hole g factors in a quantum well from the Luttinger Hamiltonian}

A hole confined between infinitely high walls 10 nm apart, with the round parameters used below, has a lowest doublet whose splitting, to linear order in the field, is 218 $\mu$eV for 1 T along the growth axis and 6.9 $\mu$eV for 1 T in the plane of the well, the latter at zero in-plane wavevector. The ratio is about 31, although the bulk Zeeman interaction is nearly isotropic. The growth-axis value needs explaining too: the explicit Zeeman terms alone would give 448 $\mu$eV. The large anisotropy arises because confinement separates the states $J_z=\pm3/2$ of the spin-$3/2$ hole from the states $\pm1/2$, and the missing half of the growth-axis splitting comes from orbital motion that mixes heavy and light holes.

The model is the four-band Luttinger Hamiltonian for a symmetric well grown along $z=[001]$. Strain, interface mixing and the split-off band are left out, and the mass parameters are the same in well and barrier. Energies are hole energies, counted positive into the valence band. With $\mathbf k=-i\nabla+e\mathbf A/\hbar$, $e>0$, $\{A,B\}=(AB+BA)/2$ and $m$ the free-electron mass,
\begin{align}
H={}&\frac{\hbar^2}{2m}\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_iJ_i^2k_i^2
-4\gamma_3\sum_{i<j}\{J_i,J_j\}\{k_i,k_j\}\Big]\nonumber\\
&+V(z)+2\mu_B\Big[\kappa\,\mathbf J\cdot\mathbf B+q\sum_iJ_i^3B_i\Big].
\label{H}
\end{align}
Here $J_i$ are the dimensionless spin-$3/2$ matrices and $\mu_B=e\hbar/2m$. In electron energies $H$ changes sign as a whole, and so does every $g$ below. The growth-axis factor is defined by
\begin{equation}
E(+\tfrac32)-E(-\tfrac32)=g_z\mu_BB_z .
\label{def}
\end{equation}

At zero field and zero in-plane wavevector, all products $k_ik_j$ with $i\ne j$ vanish and $H$ is diagonal in $J_z$. Since $J_z^2=9/4$ for $m_J=\pm3/2$ and $1/4$ for $m_J=\pm1/2$, the coefficient of $\hbar^2k_z^2/2m$ is $\gamma_1+\frac52\gamma_2-\frac92\gamma_2=\gamma_1-2\gamma_2$ for the first pair and $\gamma_1+\frac52\gamma_2-\frac12\gamma_2=\gamma_1+2\gamma_2$ for the second. The first pair is heavy along $z$ and, for $\gamma_2>0$, lies lowest. Its subbands are called $h_n$, those of the light pair $l_n$. The Zeeman energy is taken to be small compared with the separation of $h_1$ from the other subbands, so a $2\times2$ Hamiltonian for the states $\pm3/2$ of $h_1$ describes the splitting.

For a field along $z$ the explicit Zeeman terms are diagonal. With $J_z=\pm3/2$ and $J_z^3=\pm27/8$ the two energies are $\pm2\mu_BB_z(\frac32\kappa+\frac{27}8q)$, and their difference gives
\begin{equation}
g_z^{(0)}=6\kappa+\frac{27}{2}q .
\label{bare}
\end{equation}

For a field in the plane, $J_x$ and $J_y$ change $m_J$ by one, whereas the two heavy states differ by three. The $\kappa$ term therefore has no matrix element within the doublet. The cubes do. Writing $J_x=(J_++J_-)/2$ and $J_y=(J_+-J_-)/2i$, only $J_+^3$ leads from $-3/2$ to $+3/2$, with matrix element $\sqrt3\cdot2\cdot\sqrt3=6$. Hence
\begin{equation}
\langle\tfrac32|J_x^3|{-\tfrac32}\rangle=\frac68=\frac34,\qquad
\langle\tfrac32|J_y^3|{-\tfrac32}\rangle=\frac{6}{(2i)^3}=\frac{3i}{4}.
\end{equation}
The corresponding elements of the Pauli matrices are $1$ for $\sigma_x$ and $-i$ for $\sigma_y$, so
\begin{equation}
H_\parallel=\tfrac32q\mu_B\,(B_x\sigma_x-B_y\sigma_y).
\label{plane}
\end{equation}
The eigenvalues are $\pm\frac32|q|\mu_BB$ for every direction in the plane, and the splitting is $3|q|\mu_BB$. The two tensor components are $3q$ and $-3q$ in this basis; the opposite signs do not affect the splitting. For a field at angle $\theta$ to the growth axis the explicit Zeeman terms have perpendicular Pauli components, so their squares add: $g^2(\theta)=(g_z^{(0)})^2\cos^2\theta+9q^2\sin^2\theta$. Diagonalization of the $4\times4$ spin problem at six field directions tests this law.

The orbital part remains. For $\mathbf B$ along $z$ the in-plane wavevectors do not commute:
\begin{equation}
[k_x,k_y]=-\frac{ie}{\hbar}(\partial_xA_y-\partial_yA_x)=-\frac{ieB}{\hbar}.
\end{equation}
With $k_\pm=k_x\pm ik_y$ and $k_\parallel^2=k_x^2+k_y^2$,
\begin{equation}
k_-k_+=k_\parallel^2+i[k_x,k_y]=k_\parallel^2+\frac{eB}\hbar,\qquad
k_+k_-=k_\parallel^2-\frac{eB}\hbar .
\label{order}
\end{equation}
The order of two wavevectors is thus worth a Zeeman energy, because $(\hbar^2/2m)(eB/\hbar)=\mu_BB$.

Whether this energy adds to the $\kappa$ term or opposes it depends on the relative sign of $\kappa$ and the commutator in (\ref{H}). A case where both have one origin fixes it. Let the valence band couple to a single remote $s$ band, a gap $E_g$ above, through a momentum element $P$. The state $|{+\frac32}\rangle=-(X+iY)\!\uparrow\!/\sqrt2$ couples to $S\!\uparrow$ with amplitude $-Pk_+/\sqrt2$. Second-order repulsion lowers its electron energy, and so raises its hole energy, by $(P^2/2E_g)\,k_-k_+$. Put $P^2/E_g=6\gamma\hbar^2/2m$. The hole energy is then
\begin{equation}
3\gamma\,\frac{\hbar^2}{2m}\Big(k_\parallel^2+\frac{eB}\hbar\Big)
=3\gamma\,\frac{\hbar^2k_\parallel^2}{2m}+3\gamma\mu_BB .
\end{equation}
The Zeeman term of (\ref{H}) for this state is $3\kappa\mu_BB$, so $\kappa=+\gamma$ in this case, with $\gamma_1=2\gamma$ and $\gamma_2=\gamma_3=\gamma$. The full $4\times4$ operator identity holds with this sign of $\kappa$ in the numerical test and fails with the other.

Now take the terms of (\ref{H}) that join heavy and light holes and are linear in $k_\parallel$. They contain $\{J_x,J_z\}k_xk_z+\{J_y,J_z\}k_yk_z$, where $k_z$ commutes with $k_x$ and $k_y$ for this field direction. Between $m_J=3/2$ and $1/2$ the symmetrized product replaces $J_z$ by its mean value $1$, and $J_x$, $J_y$ have the elements $\sqrt3/2$ and $-i\sqrt3/2$. Between $-3/2$ and $-1/2$ the mean of $J_z$ is $-1$ and the elements are $\sqrt3/2$ and $+i\sqrt3/2$. Therefore
\begin{align}
\langle\tfrac32|H|\tfrac12\rangle&=-\frac{\hbar^2}{2m}\,2\sqrt3\,\gamma_3\,k_-k_z,\\
\langle-\tfrac32|H|{-\tfrac12}\rangle&=+\frac{\hbar^2}{2m}\,2\sqrt3\,\gamma_3\,k_+k_z .
\end{align}
The light holes are eliminated to second order, with in-plane and Zeeman energies neglected in the denominators. A hole that starts in $+3/2$ goes out with $k_+$ and returns with $k_-$, and the returning operator stands on the left:
\begin{equation}
\delta H(+\tfrac32)=\Big(\frac{\hbar^2}{2m}\Big)^2 12\gamma_3^2
\sum_n\frac{|\langle l_n|k_z|h_1\rangle|^2}{E_{h1}-E_{ln}}\,k_-k_+ .
\end{equation}
For $-3/2$ the product is $k_+k_-$. With the dimensionless sum
\begin{equation}
s=\frac{\hbar^2}{2m}\sum_n\frac{|\langle l_n|k_z|h_1\rangle|^2}{E_{ln}-E_{h1}},
\label{s}
\end{equation}
relation (\ref{order}) gives
\begin{equation}
\delta H(\pm\tfrac32)=-12\gamma_3^2s\Big(\frac{\hbar^2k_\parallel^2}{2m}\pm\mu_BB\Big).
\end{equation}
The first part changes the in-plane mass. Without mixing its coefficient is $\gamma_1+\frac52\gamma_2-\frac32\gamma_2=\gamma_1+\gamma_2$, because $J_x^2$ and $J_y^2$ have the expectation value $3/4$ in the heavy states. The second part, by definition (\ref{def}), changes $g_z$ by twice its coefficient:
\begin{equation}
\frac{m}{m_\parallel}=\gamma_1+\gamma_2-12\gamma_3^2s,\qquad
g_z=6\kappa+\frac{27}2q-24\gamma_3^2s .
\label{main}
\end{equation}
One virtual process makes the hole heavier in the plane and reduces $g_z$. The operators $k_+$ and $k_-$ act in opposite order for the two spins, so the process shifts them by opposite Zeeman energies, with a sign that opposes a positive $\kappa$ term. The remaining heavy--light coupling, between $\pm3/2$ and $\mp1/2$, is quadratic in $k_\parallel$. Its second-order effect has four in-plane wavevectors, hence order $B^2$ in the lowest Landau levels, and does not enter the linear $g$ factor.

For infinitely high walls a distance $L$ apart, heavy and light holes share the functions $\sqrt{2/L}\sin(n\pi z/L)$. The matrix element is
\begin{equation}
|\langle n|k_z|1\rangle|=\frac2L\left|\int_0^\pi\sin nx\cos x\,dx\right|
=\frac{4n}{L(n^2-1)}\quad(n\ \text{even}),
\end{equation}
since $\sin nx\cos x=\frac12[\sin(n+1)x+\sin(n-1)x]$ integrates to $1/(n+1)+1/(n-1)$. For odd $n$ it vanishes by parity; in particular $l_1$, the nearest light level, does not contribute. The energies are $E_{ln}=(\hbar^2\pi^2/2mL^2)\,a\,n^2$ and $E_{h1}=(\hbar^2\pi^2/2mL^2)\,a\rho^2$, with
\begin{equation}
a=\gamma_1+2\gamma_2,\qquad \rho^2=\frac{\gamma_1-2\gamma_2}{\gamma_1+2\gamma_2}.
\end{equation}
Both $|k_z|^2$ and the energy denominators scale as $1/L^2$, so the width cancels:
\begin{equation}
s=\frac{16}{\pi^2a}\,T,\qquad
T=\sum_{n=2,4,\dots}\frac{n^2}{(n^2-1)^2(n^2-\rho^2)} .
\label{T}
\end{equation}
To sum the series, split each term into partial fractions:
\begin{equation}
\frac{1}{1-\rho^2}\,\frac1{(n^2-1)^2}
+\frac{\rho^2}{(1-\rho^2)^2}\left[\frac1{n^2-\rho^2}-\frac1{n^2-1}\right].
\end{equation}
The expansion of the cotangent in its poles gives, for even $n$,
\begin{equation}
F(\rho^2)\equiv\sum_{n}\frac1{n^2-\rho^2}=\frac1{2\rho^2}-\frac{\pi}{4\rho}\cot\frac{\pi\rho}2 .
\end{equation}
At $\rho=1$ this is $F(1)=\frac12$, and its derivative with respect to $\rho^2$ is $F'(1)=\sum(n^2-1)^{-2}=\pi^2/16-\frac12$. Inserting these, the terms without $\pi$ have the numerator $-(1-\rho^2)-\rho^2+1=0$ over $2(1-\rho^2)^2$ and cancel. What is left is
\begin{equation}
T=\frac{\pi^2}{16(1-\rho^2)}-\frac{\pi\rho}{4(1-\rho^2)^2}\cot\frac{\pi\rho}2 .
\end{equation}
With $a(1-\rho^2)=4\gamma_2$ and $a\rho=\sqrt{\gamma_1^2-4\gamma_2^2}$, the correction $\delta g_z=-24\gamma_3^2s$ becomes
\begin{equation}
\delta g_z=-\frac{6\gamma_3^2}{\gamma_2}\left[1-\frac{\sqrt{\gamma_1^2-4\gamma_2^2}}{\pi\gamma_2}\cot\frac{\pi\rho}{2}\right].
\label{closed}
\end{equation}

Two limits check the algebra. When $\gamma_1\to2\gamma_2$, the heavy mass along $z$ diverges and $\rho\to0$. Then $a\rho\cot(\pi\rho/2)\to2a/\pi=8\gamma_2/\pi$, and the bracket becomes $1-8/\pi^2$. The series (\ref{T}) gives the same through $\sum(n^2-1)^{-2}$. When $\gamma_2\to0$, the two terms in the bracket nearly cancel and (\ref{closed}) looks singular, but (\ref{T}) shows that $s$ stays finite, with $T\to\sum n^2/(n^2-1)^3$. Both limits are formal. In the first the heavy subbands become degenerate with one another, in the second $h_1$ becomes degenerate with $l_1$, and a Hamiltonian for one isolated doublet no longer applies.

An in-plane field needs a separate argument. For $\mathbf B$ along $x$ choose $A_y=-B_xz$, with $z$ measured from the centre of the well, and set the conserved in-plane wavevector to zero. Then $k_x=0$ and $k_y=-eB_xz/\hbar$. The orbital term linear in $B_x$ is proportional to $\{J_y,J_z\}\{z,k_z\}$ and, like $\kappa J_x$, changes $m_J$ by one. At first order neither acts within the heavy doublet. At second order the effective $2\times2$ Hamiltonian is even in $B$, hence invariant under time reversal, and such a matrix is a multiple of the unit matrix for a Kramers pair. Apart from $q$, the splitting thus starts at order $B^3$, for instance through three successive steps $3/2\to1/2\to-1/2\to-3/2$. At linear order $3|q|$ has no confinement correction in this model at zero in-plane wavevector. The restriction matters. For the well of the example below, at 1 T along $x$ and $k_\parallel=0.1$ nm$^{-1}$, the Fermi wavevector of about $1.6\times10^{11}$ holes per cm$^2$, the splitting divided by $\mu_BB$ is about 0.02 for $\mathbf k$ along the field and 0.21 across it, instead of 0.12.

The worked example takes $\gamma_1=7$, $\gamma_2=2$, $\gamma_3=3$, $\kappa=1.2$, $q=0.04$ and $L=10$ nm. The explicit terms give $g_z^{(0)}=7.20+0.54=7.74$ and an in-plane value $3\times0.04=0.12$. For the mixing, $\rho=\sqrt{3/11}=0.522$ and $\cot(\pi\rho/2)=0.932$, so the bracket in (\ref{closed}) is
\begin{equation}
1-\frac{\sqrt{33}\times0.93248}{2\pi}=0.1475,
\end{equation}
and $\delta g_z=-27\times0.1475=-3.98$. The total is $g_z=7.74-3.98=3.76$, which with $\mu_B=57.88\ \mu$eV/T gives the 218 $\mu$eV per tesla of the opening. The level $l_2$ alone supplies 95\% of $s=0.0184$. A split-off band 341 meV away, left out of (\ref{H}), would change $\delta g_z$ to $-4.03$ at this width and to $-4.10$ at 5 nm, so the width would no longer cancel exactly. The same $s$ lowers $m/m_\parallel$ from 9.00 to 7.01, a change half as large as that of $g_z$, as (\ref{main}) requires.

These results were tested by diagonalizing the full Hamiltonian (\ref{H}) in a basis of subbands and Landau oscillators, without eliminating the light holes. Extrapolated to zero field, the levels give $g_z=3.759$ and $m/m_\parallel=7.010$, in agreement with the formulas. At 1 T itself, the splitting of the two lowest-oscillator levels corresponds to 3.46, which is 8\% below the linear value. A difference of this kind is expected: the wavevector in a Landau level obeys $k_\parallel^2\sim eB/\hbar$, so terms such as $k_\parallel^2B\sigma_z$ add a splitting of order $B^2$. The factor 3.76 is the slope at zero field.

With the field in the plane along $x=[100]$, diagonalization gives $0.1200$ at small $B$. With $q$ set to zero, doubling the field multiplies the splitting by 8.00, the cubic law. This part, divided by $\mu_BB$, is only 0.0001 at 1 T but 0.0085 at 10 T. There the full value has fallen to 0.111, close to $0.120-0.0085$, so for this direction and these parameters the cubic term opposes the $q$ term. The relative sign depends on the direction in the plane: for a field along $[110]$ the cubic term adds to the $q$ term. It is also twice as large there, 0.017 at 10 T, and the full value rises to 0.137.

The assumption of hard walls strongly affects $g_z$. With a barrier of 150 meV, evaluating (\ref{s}) numerically gives $\delta g_z=-6.92$, $-5.93$ and $-5.13$ for widths of 5, 10 and 20 nm, hence $g_z=0.82$, $1.81$ and $2.61$. At 10 nm the finite barrier halves the hard-wall value of $g_z$. Full diagonalization of the 10 nm well agrees with the sum when both use the same basis of 30 functions, so formula (\ref{main}) holds there; it is the closed form (\ref{closed}) that no longer applies. Measuring lengths in units of $L$ shows that, at fixed $\gamma$'s, $s$ depends on barrier and width through $V_0L^2$ alone. A wider well therefore moves towards the hard-wall result, as the three values do. At 20 nm the correction is still 29\% larger in size than the hard-wall value of $-3.98$. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
gamma1, gamma2, gamma3 (dimensionless): 7.0 2.0 3.0
kappa, q (dimensionless): 1.2 0.04
well width: 10.0 nm;  field: 1.0 T
hbar^2/2m: 38.100 meV nm^2;  mu_B: 57.884 micro-eV/T
6 kappa: 7.200;  27 q/2: 0.540
bare growth-axis g: 7.740;  bare in-plane |g|: 0.120
rho: 0.52223;  cot(pi rho/2): 0.93248
square bracket of closed form: 0.14745
mixing sum s (dimensionless): 0.018432
share of n=2 light-hole level in s: 95.3 %
mixing correction to g_z, infinite well: -3.9812
total g_z, closed form: 3.7588
total g_z, Landau diagonalization, B->0: 3.7591
m/m_parallel without mixing: 9.0000
m/m_parallel, formula: 7.0094; diagonalization: 7.0096
E_h1: 11.281 meV;  E_l1: 41.363 meV;  E_l2: 165.453 meV
e B L^2/hbar at example field: 0.15193
N=0 splitting/(mu_B B) at example field along z: 3.4575
linear splitting along z: 217.57 micro-eV
bare splitting along z: 448.02 micro-eV
linear splitting in plane: 6.946 micro-eV
in-plane |g|, diagonalization, small B: 0.12000
q=0 in-plane splitting ratio on doubling B: 7.996
in-plane splitting/(mu_B B) at 1 T: 0.11991; with q=0: 0.00009
in-plane splitting/(mu_B B) at 5 T: 0.11781; with q=0: 0.00215
in-plane splitting/(mu_B B) at 10 T: 0.11132; with q=0: 0.00854
finite-well barrier: 150 meV
finite well 5 nm: E_h1 24.42 meV, correction -6.923, total g_z 0.817
finite well 10 nm: E_h1 8.15 meV, correction -5.927, total g_z 1.813
finite well 20 nm: E_h1 2.38 meV, correction -5.134, total g_z 2.606
finite 10 nm test, 30 functions: g_z sum 1.7994, diagonalization 1.7994
\end{verbatim}
